# How Often a Rough Resist Line Falls Below a Pinch Width

**Data and conventions**

A long resist line runs along $x$. Its local width is $w(x)=W+\delta(x)$, with mean $W=16$ nm. The deviation $\delta$ is a stationary Gaussian process of zero mean: any set of its values has a joint Gaussian distribution, unchanged by a shift along the line. The standard deviation of $\delta$ is $s=1$ nm, and that of the slope $\delta'=d\delta/dx$ is $q=0.1$ nm/nm. Sample lines are taken to be smooth, with a finite slope variance.

The line is called pinched where $w<W-d$, with $d=us$ and $u=5$; the threshold width is therefore 11 nm. Angle brackets denote an average over many equivalent lines. The functions $\varphi(z)=e^{-z^2/2}/\sqrt{2\pi}$ and $\Phi(z)=\int_{-\infty}^{z}\varphi(t)\,dt$ are the standard normal density and cumulative probability.

## Part (a): width and slope

**Question.** Let $R(x)=\langle\delta(y)\delta(y+x)\rangle$. Express $q$ through $R$, and find how the width and slope at one point are related statistically. How do $s$ and $q$ follow from the two edges if these are independent and equally rough?

**Answer.** Differentiating $R$ with respect to $x$, then shifting both positions by $-x$, gives

$$R'(x)=\langle\delta(y)\delta'(y+x)\rangle=\langle\delta(y-x)\delta'(y)\rangle .$$

A second differentiation acts on $\delta(y-x)$ and brings a minus sign:

$$R''(x)=-\langle\delta'(y-x)\delta'(y)\rangle,\qquad q^2=-R''(0).$$

Stationarity also makes $R$ even, so $R'(0)=0$, which means $\langle\delta(y)\delta'(y)\rangle=0$. The slope is a limit of differences of Gaussian variables, so $\delta$ and $\delta'$ are jointly Gaussian. For such variables zero covariance implies independence, and their joint density factorizes:

$$p(\delta,v)=\frac{e^{-\delta^2/2s^2}}{s\sqrt{2\pi}}\;\frac{e^{-v^2/2q^2}}{q\sqrt{2\pi}} .$$

This holds at one point; the slope here and the width some distance away are in general correlated.

The width deviation is the right-edge displacement minus the left-edge displacement. For independent edges the variances add, so $s=\sqrt2\,s_{\rm edge}$ and $q=\sqrt2\,q_{\rm edge}$. The data correspond to $s_{\rm edge}=0.71$ nm and $q_{\rm edge}=0.071$ nm/nm. Putting edge values into a width formula would make $s$ too small and the predicted tail far too thin.

## Part (b): the crossing rate

**Question.** Derive the mean number $\nu$ of downward crossings of the pinch threshold per unit length, and evaluate it per metre.

**Answer.** Divide the line into short steps $h$. A step contributes when its first point is above the threshold and its second point is below. On a smooth line with isolated crossings, the number of such steps tends to the number of downward crossings as $h\to0$.

Within a short step $\delta(x+h)\simeq\delta(x)+vh$. A downward crossing needs $v<0$, and the starting value must lie no more than $|v|h$ above the threshold:

$$-d\le\delta(x)<-d+|v|h .$$

The probability of this event is

$$P(h)\simeq\int_{-\infty}^{0}dv\int_{-d}^{-d+|v|h}d\delta\;p(\delta,v).$$

To first order in $h$ the width density is constant across the thin strip, so the inner integral is its value at $-d$ times $|v|h$. Dividing by $h$ gives

$$\nu=\lim_{h\to0}\frac{P(h)}{h}=\frac{e^{-d^2/2s^2}}{s\sqrt{2\pi}}\int_{-\infty}^{0}|v|\,\frac{e^{-v^2/2q^2}}{q\sqrt{2\pi}}\,dv .$$

In the remaining integral set $t=v^2/2q^2$, so that $|v|\,|dv|=q^2dt$:

$$\int_{-\infty}^{0}|v|\,\frac{e^{-v^2/2q^2}}{q\sqrt{2\pi}}\,dv=\frac{q}{\sqrt{2\pi}}\int_0^\infty e^{-t}dt=\frac{q}{\sqrt{2\pi}} .$$

With $d=us$,

$$\boxed{\nu=\frac{q}{2\pi s}\,e^{-u^2/2}}$$

This is Rice's formula for one crossing direction. Counting upward crossings as well would double it.

At the threshold the width density is $1.4867\times10^{-6}$ per nm, and the half-flux integral is $0.03989$ nm/nm. Hence

$$\nu=(1.4867\times10^{-6})(0.03989)=5.931\times10^{-8}\ \text{per nm}=59.3\ \text{per metre}.$$

The slope sets how fast the line explores its width distribution; the exponential sets how seldom it reaches the threshold. At $u=0$ the rate is $q/2\pi s$, one downward crossing per 63 nm. The five-sigma requirement reduces this by $e^{-12.5}=3.73\times10^{-6}$.

The limit can be tested without the straight-line approximation. Take $R(x)=s^2e^{-x^2/2L^2}$. Then $-R''(0)=s^2/L^2$, so $L=s/q=10$ nm. Let $\rho=e^{-h^2/2L^2}$ be the correlation of two points $h$ apart. Given the first deviation $sz$, the second has mean $\rho sz$ and standard deviation $s\sqrt{1-\rho^2}$, so

$$P(h)=\int_{-u}^{\infty}\varphi(z)\,\Phi\!\left(\frac{-u-\rho z}{\sqrt{1-\rho^2}}\right)dz .$$

For $h=0.1$ nm, numerical integration gives $P(h)/h=59.30$ per metre, against $59.31$ from the formula.

A simulation also tests the result at shallower thresholds. Two independent edges with this correlation were subtracted and sampled every 1 nm over a total of 20.97 mm:

| Threshold $u$ | Simulated crossings | Formula |
|---|---:|---:|
| 1 | 202172 | 202443 |
| 2 | 45217 | 45171 |
| 3 | 3749 | 3708 |
| 4 | 111 | 112 |

Each difference is smaller than the square root of the expected count, which is only a rough yardstick at shallow thresholds, where crossings are not independent. The 1 nm sampling also misses a few crossings: at $u=1$ the two-point integral with $h=1$ nm predicts 202190. At $u=5$ this length would contain about one crossing on average, too few for a useful count; the two-point integral covers that case. Among points within 0.05 nm of $\delta=-2$ nm, the simulated slope deviation was 0.0999 nm/nm, as the independence in part (a) requires.

## Part (c): length and number of pinches

**Question.** Find the mean length of a pinch and its large-$u$ limit. What is the chance of at least one pinch in 1 mm, and how much does the count in one metre scatter?

**Answer.** In a long length $D$ there are on average $\nu D$ pinches, and their total length is on average $\Phi(-u)D$. The mean length of one pinch is therefore

$$\ell=\frac{\Phi(-u)}{\nu}=\frac{2.8665\times10^{-7}}{5.931\times10^{-8}\ \text{nm}^{-1}}=4.83\ \text{nm}.$$

For large $u$, use $\varphi'(z)=-z\varphi(z)$ and integrate by parts:

$$\Phi(-u)=\int_u^\infty\frac{z\varphi(z)}{z}\,dz=\frac{\varphi(u)}{u}-\int_u^\infty\frac{\varphi(z)}{z^2}\,dz .$$

The last term is positive and smaller than $\Phi(-u)/u^2$, so it becomes relatively negligible. Since $\nu=q\varphi(u)/(s\sqrt{2\pi})$,

$$\ell\to\frac{\sqrt{2\pi}\,s}{qu},$$

which is 5.01 nm here, 4% above the full value. Deeper thresholds give shorter as well as rarer pinches. At $u=0$, by contrast, $\ell=\pi s/q=31$ nm.

The mean spacing of pinches, $1/\nu=16.9$ mm, is vastly greater than the 10 nm correlation length. If correlations decay in this way, distant pinches are nearly independent and the count is nearly Poisson. Then

$$P(\text{at least one in }D)=1-e^{-\nu D}.$$

For $D=1$ mm, $\nu D=0.0593$ and the chance is 5.8%. In one metre the standard deviation is $\sqrt{59.3}=7.7$, so 59 is a mean about which individual metres scatter by roughly 8.

The Poisson approximation was tested at $u=3$ on 1280 simulated segments, each 16384 nm long. The variance-to-mean ratio was 1.07, with a sampling error of about 0.04. The fraction of empty segments was 0.062, against 0.055 for Poisson statistics, with a sampling error of 0.006. Both results lie within two sampling errors of the Poisson values.

## Part (d): sensitivity and a design margin

**Question.** The threshold stays 5 nm below the mean width. How does the rate respond to a 10% increase in $s$ at fixed $q/s$? What if the local mean width itself varies slowly, with Gaussian deviation $m=0.3$ nm? Within the original model, what depth $d$ would reduce the expected count to one per metre?

**Answer.** With $d$ fixed,

$$\ln\nu=\ln\frac{q}{2\pi s}-\frac{d^2}{2s^2},\qquad \left.\frac{\partial\ln\nu}{\partial\ln s}\right|_{q/s,\,d}=\frac{d^2}{s^2}=25 .$$

A 1% error in $s$ thus changes the rate by about 25%. A 10% rise is too large for the linear estimate, so the exponent is evaluated directly:

$$\frac{\nu(1.1s)}{\nu(s)}=\exp\!\left[12.5\left(1-\frac1{1.21}\right)\right]=8.75,$$

and the rate becomes 519 per metre.

For the slow variation, let the local mean be $W+z$. The distance to the threshold is then $d+z$. If $z$ changes so slowly that its own slope is negligible, the rate is averaged over $z$:

$$\nu_m=\frac{q}{2\pi s}\int_{-\infty}^{\infty}\frac{dz}{m\sqrt{2\pi}}\exp\!\left[-\frac{z^2}{2m^2}-\frac{(d+z)^2}{2s^2}\right].$$

Define $b_0^2=m^2s^2/(s^2+m^2)$, so that $1/b_0^2=1/m^2+1/s^2$. Completing the square gives

$$\frac{z^2}{m^2}+\frac{(d+z)^2}{s^2}=\frac{(z+db_0^2/s^2)^2}{b_0^2}+\frac{d^2}{s^2}\left(1-\frac{b_0^2}{s^2}\right).$$

Because $1-b_0^2/s^2=s^2/(s^2+m^2)$, the last term is $d^2/(s^2+m^2)$. The Gaussian integral supplies $b_0/m=s/\sqrt{s^2+m^2}$, and

$$\nu_m=\frac{q}{2\pi\sqrt{s^2+m^2}}\exp\!\left[-\frac{d^2}{2(s^2+m^2)}\right].$$

With $s^2+m^2=1.09$ nm², this is 159.5 per metre, 2.7 times the original rate, although the total standard deviation has risen by only 4.4%. The completed square shows where the crossings come from: their distribution in $z$ is centred at $-db_0^2/s^2=-0.41$ nm. Regions of slightly thin line dominate. The value is an average over the whole distribution of $z$; a metre that samples few values of $z$ can differ strongly from it.

For one expected crossing in $D$, set $\nu D=1$ in the original model:

$$u=\sqrt{2\ln\frac{qD}{2\pi s}} .$$

With $D=10^9$ nm the argument of the logarithm is $1.59\times10^7$, giving $u=5.76$ and $d=5.76$ nm. An extra 0.76 nm of margin removes a factor of 59. This rule requires $s$, $q$ and the mean width to be known and constant, and the Gaussian tail to hold beyond five sigma.

## Part (e): a slightly skewed distribution

**Question.** Replace the Gaussian width by

$$\delta=as\,[g-c(g^2-1)],\qquad a=(1+2c^2)^{-1/2},$$

where $g$ is a stationary Gaussian process of zero mean and unit variance. Keep $s$, $q$ and $u$ fixed. Find the crossing rate for skewness $-0.1$ and $+0.1$.

**Answer.** The Gaussian moments are $\langle g^2\rangle=1$, $\langle g^4\rangle=3$, $\langle g^6\rangle=15$, with zero odd moments. Put $H=g^2-1$. Then $\langle gH\rangle=0$ and $\langle H^2\rangle=3-2+1=2$, so the bracket has variance $1+2c^2$, and the factor $a$ restores the variance $s^2$. For the third moment,

$$\langle g^2H\rangle=3-1=2,\qquad\langle H^3\rangle=15-9+3-1=8,$$

$$\langle(g-cH)^3\rangle=-3c\langle g^2H\rangle-c^3\langle H^3\rangle=-(6c+8c^3),$$

because the other two terms are odd in $g$. The skewness is therefore $-(6c+8c^3)/(1+2c^2)^{3/2}$, and values of $\mp0.1$ need $c=\pm0.01667$.

Let $\kappa$ be the slope deviation of $g$. From $\delta'=as\,g'(1-2cg)$ and the independence of $g$ and $g'$,

$$q^2=a^2s^2\kappa^2(1+4c^2),\qquad \kappa=\frac{q}{sa\sqrt{1+4c^2}} .$$

The threshold $\delta=-us$ becomes $cg^2-g-(c+u/a)=0$. The root that tends to $-u$ as $c\to0$ is

$$g_*=\frac{1-\sqrt{1+4c(c+u/a)}}{2c} .$$

At this root $1-2cg_*$ is the square root itself and is positive, so $\delta$ and $g$ cross downward together. The other root lies more than 50 standard deviations from zero and contributes negligibly. Applying part (b) to $g$ gives

$$\nu_c=\frac{\kappa}{2\pi}e^{-g_*^2/2} .$$

For skewness $-0.1$, $g_*=-4.66$ and the rate is 311 per metre. For skewness $+0.1$, $g_*=-5.49$ and the rate is 4.6 per metre. The mean, variance and slope variance are unchanged, yet the two rates differ by a factor of 67. A five-sigma rate thus cannot be inferred from the standard deviation alone.

The level shift was tested at $u=3$ by transforming the simulated widths of part (b) with the positive $c$. There were 5344 crossings, against 5286 from the formula. (The transformation alters the slope deviation by less than 0.1%.)

## Part (f): short-scale roughness and inspection

**Question.** Why does the formula fail for $R=s^2e^{-|x|/\xi}$? Find $q/s$ after such a profile is smoothed by a Gaussian kernel of standard deviation $b$, and discuss $\xi=20$ nm. How does finite sampling affect the observed count?

**Answer.** For the unsmoothed profile, the mean square slope measured over a step $h$ is

$$\frac{\langle[\delta(x+h)-\delta(x)]^2\rangle}{h^2}=\frac{2s^2(1-e^{-h/\xi})}{h^2}\to\frac{2s^2}{\xi h},$$

which diverges as $h\to0$. No finite $q$ exists.

The power spectrum is proportional to $1/(1+k^2\xi^2)$. Smoothing multiplies each amplitude by $e^{-k^2b^2/2}$, hence the power by $e^{-k^2b^2}$. Since differentiation multiplies power by $k^2$, $q/s=\sqrt{m_2/m_0}$ with

$$m_j=\int_0^\infty\frac{k^j e^{-k^2b^2}}{1+k^2\xi^2}\,dk .$$

To find $m_0$, let $t=b^2/\xi^2$ and write $m_0=e^tI(t)$, where

$$I(t)=\int_0^\infty\frac{e^{-t(1+k^2\xi^2)}}{1+k^2\xi^2}dk,\quad I(0)=\frac{\pi}{2\xi},\quad I'(t)=-\frac{\sqrt\pi}{2\xi}\frac{e^{-t}}{\sqrt t}.$$

Integrating from 0 to $t$, with $\int_0^te^{-y}y^{-1/2}dy=\sqrt\pi\,\mathrm{erf}\sqrt t$, gives

$$m_0=\frac{\pi}{2\xi}\,e^{b^2/\xi^2}\,\mathrm{erfc}(b/\xi).$$

The identity $k^2/(1+k^2\xi^2)=\xi^{-2}[1-1/(1+k^2\xi^2)]$ then yields

$$m_2=\frac1{\xi^2}\left(\frac{\sqrt\pi}{2b}-m_0\right).$$

With $s$ held at 1 nm after smoothing, $b=1$, 2 and 4 nm give $q=0.165$, 0.115 and 0.079 nm/nm, and 98, 68 and 47 crossings per metre. For $b\ll\xi$, $q/s\to(\sqrt\pi\,\xi b)^{-1/2}$, so the rate grows without bound as $b\to0$. Because $s$ is held, the fraction of line below threshold stays fixed, so the mean pinch length shrinks to zero as $b\to0$. These figures compare lines rescaled to the same smoothed $s$. Smoothing one given profile also lowers its variance, by the factor $e^{b^2/\xi^2}\,\mathrm{erfc}(b/\xi)$ that $m_0$ acquires. If the unsmoothed profile has $s=1$ nm and $d$ stays 5 nm, then $b=1$, 2 and 4 nm give $s=0.973$, 0.947 and 0.899 nm and only 48, 16 and 2.45 crossings per metre: the loss of variance outweighs the change in $q/s$.

Finite sampling acts the other way. An above-then-below pair guarantees at least one downward crossing between the samples, but a short pinch can fall between them unseen. For the Gaussian correlation of part (b), $P(h)/h$ is 58.7 per metre at $h=1$ nm and 46.1 at $h=5$ nm. The coarser spacing, close to the mean pinch length, loses 22% of the crossings.

## Part (g): reading the result for a real line

**Question.** What may be concluded about a real resist line from the value in part (b)?

**Answer.** The parameters are round values chosen for illustration, not measurements of a particular resist. The Gaussian tail is a delicate assumption. Photon absorption and resist chemistry involve discrete random events, and nothing guarantees Gaussian statistics five deviations from the mean. In the model of part (e), a skewness of only 0.1 in magnitude moves the rate from 59 to 311 or 4.6 per metre. Slow width variation and a 10% increase in $s$ raise it to about 160 and 520, respectively. The value 59 per metre is therefore the consequence of a stated model, and its order of magnitude is uncertain unless the tail itself is measured. Nor is it a density of electrical opens: 11 nm is a chosen width criterion, and etching can change both the mean width and the roughness before a conductor is formed.

## Numbers as computed

```
mean width: 16.0 nm
width deviation s: 1.0 nm
slope deviation q: 0.10 nm/nm
threshold depth u: 5.0 standard deviations
pinch threshold width: 11.0 nm
Gaussian correlation length L: 10.0 nm
exp(-u^2/2): 3.7267e-06 (no unit)
width density at threshold: 1.4867e-06 per nm
downward half-flux integral: 0.03989 nm/nm
crossing rate: 5.9312e-08 per nm
crossing rate: 59.31 per metre
two-point rate, step 0.1 nm: 59.30 per metre
mean spacing of pinches: 16.86 mm
fraction of line below threshold: 2.8665e-07 (no unit)
mean pinch length: 4.83 nm
Poisson scatter in one metre: 7.7 crossings
chance of a pinch in 1 mm: 5.76 percent
simulated line length: 20.97 mm
level 1 sigma: simulated 202172, formula 202443.0 crossings
level 2 sigma: simulated 45217, formula 45171.1 crossings
level 3 sigma: simulated 3749, formula 3707.9 crossings
level 4 sigma: simulated 111, formula 112.0 crossings
simulated width deviation: 0.9999 nm
simulated slope deviation near -2 sigma: 0.0999 nm/nm
3-sigma pinch length, simulated: 7.76 nm
3-sigma pinch length, formula: 7.63 nm
3-sigma count variance/mean: 1.070 (no unit)
3-sigma empty segments, simulated: 0.0617 (fraction)
3-sigma empty segments, Poisson: 0.0552 (fraction)
3-sigma skewed width: simulated 5344, formula 5286.0 crossings
rate with s = 1.1 nm, same q/s: 519.2 per metre
rate with mean-width variation 0.3 nm: 159.5 per metre
skew model coefficient |c|: 0.01667 (no unit)
rate with skewness -0.10: 311.37 per metre
rate with skewness +0.10: 4.62 per metre
exponential correlation length: 20.0 nm
smoothing 1 nm: slope deviation 0.1653 nm/nm, rate 98.0 per metre
smoothing 2 nm: slope deviation 0.1150 nm/nm, rate 68.2 per metre
smoothing 4 nm: slope deviation 0.0788 nm/nm, rate 46.8 per metre
rate seen with 1 nm pixels: 58.65 per metre
rate seen with 5 nm pixels: 46.12 per metre
```
